# Two critical thicknesses of a first-order ferroelectric film with imperfect screening

## What goes wrong without two thresholds

A ferroelectric film with a continuous transition loses its uniform polar state when its total quadratic Landau coefficient reaches zero. For a first-order film this criterion fails. In the copolymer-like example below, at 300 K, it would place the loss at 10.4 nm. In fact only the nonpolar state changes stability there. The polar state remains the lowest uniform state down to 1.95 nm and a local minimum down to 1.47 nm. At 340 K the criterion would allow no polar state at any thickness, although the model has one that is lowest above 5.2 nm.

Two questions must therefore be kept apart. At what thickness does the polar state cease to have the lowest energy, and at what thickness does it cease to be a minimum at all?

## Model and sign conventions

The film occupies a thickness $d$ along $z$ and has uniform polarization $P$ along $z$. Its Landau energy density is

$$f(P)=\frac a2P^2+\frac b4P^4+\frac c6P^6,\qquad b<0,\quad c>0,$$

with $a=a'(T-T_0)$ and $a'>0$. This is a mean-field energy. The part of the dielectric response not contained in $P$ is described by a background permittivity $\varepsilon_b$, so that

$$D=\varepsilon_0\varepsilon_bE+P .$$

The electrodes are identical and short-circuited. No free charge lies inside the film, so $D$ is continuous and constant through it.

In a linear Thomas–Fermi electrode the potential obeys $\phi''=\phi/\lambda^2$ and decays as $e^{-s/\lambda}$ with distance $s$ from the interface. The field at the interface is $D/(\varepsilon_0\varepsilon_e)$. Integrating its decay gives the voltage drop

$$\int_0^\infty \frac{D}{\varepsilon_0\varepsilon_e}e^{-s/\lambda}\,ds=\frac{\lambda}{\varepsilon_e}\frac{D}{\varepsilon_0}.$$

The two electrodes together drop $\Lambda D/\varepsilon_0$, where $\Lambda=2\lambda/\varepsilon_e$. A passive layer of thickness $s$ and permittivity $\varepsilon_s$ adds $s/\varepsilon_s$ to $\Lambda$.

## The depolarizing field

The total voltage around the short circuit is zero:

$$Ed+\frac{\Lambda D}{\varepsilon_0}=0\quad\Rightarrow\quad E=-\frac{\Lambda D}{\varepsilon_0d}.$$

Inserting this field into $D=\varepsilon_0\varepsilon_bE+P$ gives $D=P-\varepsilon_b\Lambda D/d$, hence

$$D=\frac{d}{d+\varepsilon_b\Lambda}P,\qquad E=-KP,\qquad K(d)=\frac{\Lambda}{\varepsilon_0(d+\varepsilon_b\Lambda)}.$$

The field opposes $P$. It vanishes for perfect screening, $\Lambda\to0$. For $d\to0$ at fixed $\Lambda$ the electrodes screen nothing, and $K$ tends to its open-circuit value $1/(\varepsilon_0\varepsilon_b)$.

## The energy

A short circuit supplies no work, so the electrostatic energy per area is the sum of the film and electrode parts. The response of the electrodes is linear, so their energy is half of charge times voltage drop:

$$W=\frac{\varepsilon_0\varepsilon_b}{2}E^2d+\frac{\Lambda D^2}{2\varepsilon_0}.$$

Substituting $E=-\Lambda D/(\varepsilon_0d)$ turns the first term into $(\Lambda D^2/2\varepsilon_0)(\varepsilon_b\Lambda/d)$. Therefore

$$W=\frac{\Lambda D^2}{2\varepsilon_0}\,\frac{d+\varepsilon_b\Lambda}{d}
=\frac{\Lambda P^2}{2\varepsilon_0}\,\frac{d}{d+\varepsilon_b\Lambda}=\frac d2KP^2 .$$

Dividing by $d$ and adding $f$ gives the total energy density

$$u(P)=\frac{a^*}{2}P^2+\frac b4P^4+\frac c6P^6,\qquad a^*=a+K(d).$$

Linear screening changes the quadratic coefficient and leaves $b$ and $c$ alone.

## Two critical values of the quadratic coefficient

Write $x=P^2$. Then

$$u=\frac x2\left(a^*+\frac b2x+\frac c3x^2\right),\qquad u'=P\,(a^*+bx+cx^2).$$

The nonzero stationary points are

$$x_\pm=\frac{-b\pm\sqrt{b^2-4a^*c}}{2c}.$$

The curvature is $u''=a^*+3bx+5cx^2$. At a stationary point $a^*=-bx-cx^2$, so $u''=2x(b+2cx)$. Since $b+2cx_\pm=\pm\sqrt{b^2-4a^*c}$, the root $x_+$ is the polar minimum. When $x_-$ is positive, it is the barrier.

**Loss of global stability.** The nonpolar state has $u=0$. The polar minimum has the same energy when

$$a^*+\frac b2x+\frac c3x^2=0,\qquad a^*+bx+cx^2=0 .$$

Subtracting the first from the second gives $bx/2+2cx^2/3=0$. Hence

$$P_g^2=-\frac{3b}{4c},\qquad a^*_g=-bx-cx^2=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}.$$

Along the polar minimum $du/da^*=\partial u/\partial a^*=x_+/2>0$, because $u'=0$ there. The polar energy thus rises steadily with $a^*$ and crosses zero once.

**Loss of metastability.** The minimum disappears when it merges with the barrier, which happens when the square root vanishes:

$$a^*_m=\frac{b^2}{4c},\qquad P_m^2=-\frac{b}{2c}.$$

Both critical polarizations are independent of temperature and screening in this model. Their ratio is $P_m/P_g=\sqrt{2/3}$, so the polarization is still large when the polar state disappears.

## The two thicknesses

Setting $a+K(d)=A$, with $A$ either critical value, gives

$$d+\varepsilon_b\Lambda=\frac{\Lambda}{\varepsilon_0(A-a)}.$$

The results are

$$\boxed{d_g=\Lambda\left[\frac{1}{\varepsilon_0(3b^2/16c-a)}-\varepsilon_b\right]}$$

$$\boxed{d_m=\Lambda\left[\frac{1}{\varepsilon_0(b^2/4c-a)}-\varepsilon_b\right]}$$

Because $K$ falls as $d$ grows, the polar state is the lowest uniform state for $d>d_g$. It is metastable for $d_m<d<d_g$ and absent for $d<d_m$. The interval between the thresholds follows from $a^*_m-a^*_g=b^2/16c$:

$$d_g-d_m=\frac{\Lambda}{\varepsilon_0}\,\frac{b^2/16c}{(a^*_g-a)(a^*_m-a)} .$$

The background permittivity shifts both thicknesses equally and cancels here. For fixed $a<0$ the interval closes as $b\to0$, where the transition becomes continuous.

The formulas apply under these conditions:

- For $a<a^*_g$ both denominators are positive. If a square bracket is then zero or negative, the corresponding loss occurs at no positive thickness, because $K$ cannot exceed $1/(\varepsilon_0\varepsilon_b)$.
- For $a^*_g<a<a^*_m$ the bulk polar state is itself only metastable. No $d_g$ exists, but $d_m$ may.
- For $a>a^*_m$ there is no polar state at any thickness.

For $-1/(\varepsilon_0\varepsilon_b)<a<0$ there is a third thickness, where $a^*=0$:

$$d_0=\Lambda\left[\frac{1}{\varepsilon_0(-a)}-\varepsilon_b\right].$$

Above it the nonpolar state is unstable. This is the threshold that the continuous-transition criterion mistakes for the loss of polarity.

## The same result at fixed thickness

One film can instead be heated. Solving $a'(T-T_0)+K(d)=A$ for temperature gives

$$T=T_0+\frac{A}{a'}-\frac{K(d)}{a'} .$$

Incomplete screening lowers both transition temperatures by the same amount $K/a'$. Their separation $b^2/(16ca')$ does not depend on thickness. In the example the bulk values are 368.6 K and 386.4 K, about 18 K apart.

## Worked example

The parameters are rough, rounded values in the regime of a ferroelectric vinylidene-fluoride–trifluoroethylene copolymer. This material is chosen because it is strongly first-order. Its dipoles can turn about the polymer chain, but the model keeps the polarization along the film normal. This is a real restriction: if the same Landau energy held for a polarization tilted by 60° from the normal, that state would lie below the nonpolar one at both 340 K thresholds. The thicknesses below therefore apply only to a film in which such turning is prevented. The parameter values are $a'=7\times10^7$ J m C$^{-2}$ K$^{-1}$, $T_0=315$ K, $b=-2\times10^{12}$ J m$^5$ C$^{-4}$, $c=2\times10^{14}$ J m$^9$ C$^{-6}$ and $\varepsilon_b=4$. Each metal has $\lambda=0.05$ nm and $\varepsilon_e=1$, so $\Lambda=0.1$ nm.

At 340 K, in J m C$^{-2}$,

$$a=7\times10^7\times25=1.75\times10^9,\quad a^*_g=3.75\times10^9,\quad a^*_m=5.00\times10^9 .$$

The differences $A-a$ are $2.00\times10^9$ and $3.25\times10^9$, so

$$d_g=0.1\,(56.5-4)\ \text{nm}=5.2\ \text{nm},\qquad d_m=0.1\,(34.8-4)\ \text{nm}=3.1\ \text{nm},$$

or about 99 and 58 bohr. The polarization falls from 8.7 to 7.1 $\mu$C/cm$^2$ between the two thresholds.

At $d_g$ the stiffness is $K=a^*_g-a$, and the field magnitude is $KP_g=2.00\times10^9\times0.0866$ V/m $=1.7$ MV/cm. At $d_m$ it is 2.3 MV/cm. The voltages across the film are 0.91 V and 0.71 V, balanced by equal and opposite drops in the electrodes.

Cooling to 300 K makes $a$ negative and reduces the thicknesses to 1.95 and 1.47 nm. At 375 K, between the two bulk transition temperatures, $d_g$ does not exist and $d_m=13.7$ nm.

These thicknesses were tested by solving the potential numerically through the metal–film–metal stack and locating the thresholds on the resulting energy curves. At 300, 340 and 375 K the thresholds that exist agreed with the formulas within 0.03 %.

## Can variation through the thickness win?

Let $P$ depend on $z$, with mean $\bar P$ and variance $\operatorname{var}P$. The field is $(D-P)/(\varepsilon_0\varepsilon_b)$, so the electrostatic energy density is

$$w=\frac{(D-\bar P)^2+\operatorname{var}P}{2\varepsilon_0\varepsilon_b}+\frac{\Lambda D^2}{2\varepsilon_0d}.$$

Minimizing over the free charge $D$ restores the short-circuit relation $D=\bar Pd/(d+\varepsilon_b\Lambda)$. This leaves

$$w=\frac K2\bar P^2+\frac{\operatorname{var}P}{2\varepsilon_0\varepsilon_b}\ \ge\ \frac K2\langle P^2\rangle,$$

because $K<1/(\varepsilon_0\varepsilon_b)$ and $\langle P^2\rangle=\bar P^2+\operatorname{var}P$. The total energy is at least the average of $u(P)$, which is at least the minimum of $u$. Gradient energy only raises it. Variation through the thickness alone cannot beat the best uniform state, provided the surfaces contribute no energy of their own.

## Can stripes win?

In-plane modulation is more dangerous, since opposite domains partly cancel each other's field. Take $P=P_k\cos kx$, uniform through the thickness, and let $\varepsilon_x$ be the in-plane permittivity. With $z$ measured from the midplane, the film potential is $A\sinh(qz)\cos kx$, where $q=k\sqrt{\varepsilon_x/\varepsilon_b}$. In the metal it decays at the rate $\sqrt{k^2+\lambda^{-2}}$. Continuity of normal $D$ at the upper surface, where the potential amplitude is $\phi_s$, reads

$$P_k-\varepsilon_0\varepsilon_bq\coth\!\left(\frac{qd}{2}\right)\phi_s=\varepsilon_0\varepsilon_e\sqrt{k^2+\lambda^{-2}}\;\phi_s .$$

The thickness-averaged field amplitude is $-2\phi_s/d=-K(k)P_k$, so

$$K(k)=\frac{2}{\varepsilon_0d\left[\varepsilon_bq\coth(qd/2)+\varepsilon_e\sqrt{k^2+\lambda^{-2}}\right]} .$$

For $k\to0$ the bracket becomes $D_0=2\varepsilon_b/d+\varepsilon_e/\lambda$, and the earlier $K$ returns, now written $K(0)$.

Two inequalities bound the bracket. The first is

$$y\coth y=1+\sum_{n\ge1}\frac{2y^2}{y^2+n^2\pi^2}\le1+\frac{y^2}{3}.$$

The second, $\sqrt{1+y^2}\le1+y^2/2$, follows by squaring. With $y=qd/2$ and $y=k\lambda$ respectively, the bracket is at most $D_0+D_2k^2$, where $D_2=\varepsilon_xd/6+\varepsilon_e\lambda/2$. Since $1/(1+r)\ge1-r$ for $r\geq 0$,

$$K(k)\ge K(0)-g_ck^2,\qquad g_c=K(0)\frac{D_2}{D_0}.$$

Let walls cost a gradient energy $g|\nabla P|^2/2$. If $g\ge g_c$, then $K(k)+gk^2\ge K(0)$ for every $k$. Summing over Fourier components again bounds the total energy by the average of $u(P)$, so no such modulation beats the best uniform state.

If $g<g_c$, the stiffness of the polar state against a small long-wave modulation is

$$u''(P)-(g_c-g)k^2+O(k^4).$$

At $d_m$ the first term is zero and the stiffness is negative. By continuity it is already negative slightly above $d_m$. A laterally large film then loses metastability at a greater thickness than the uniform formula gives. In the 340 K example this increase is small, below 0.03 nm even for $g=0.1g_c$.

With $\varepsilon_x=10$, $g_c$ is $8.1\times10^{-10}$ J m$^3$ C$^{-2}$ at $d_g$ and $7.4\times10^{-10}$ at $d_m$. A numerical minimization at $d_g$, with periods of 3, 6 and 12 nm, found a striped state at $-0.61$ J/cm$^3$ for $g=0.1g_c$. Both uniform minima have zero energy there. For $g=1.05g_c$ it found none below zero.

The larger $g_c$ corresponds to a bulk correlation length $\sqrt{g/f''}$ of 0.17 nm at 340 K. This is shorter than a molecular layer, roughly 0.5 nm, which suggests but does not prove that the criterion is met. States that vary both in the plane and through the thickness lie outside the global bound.

## From the model to a real film

Direct contact with a good metal is an optimistic assumption. A 1 nm oxide of permittivity 9 adds 0.11 nm to $\Lambda$ and raises the 340 K thresholds to 11.1 and 6.5 nm, about twice the original values. These values assume that the oxide insulates perfectly. Its field would be about 10 MV/cm at $d_g$ and 8 MV/cm at $d_m$, in the range where thin oxides leak or break down, and charge passing through it would improve the screening. The stripe criterion also becomes stricter. With the oxide divided equally between the two sides, it requires a bulk correlation length of about 0.38 nm, close to the size of a molecular layer, so stripes are harder to rule out. The films are also thin on the molecular scale: $d_m$ is about six layers, so a continuum thickness quoted to a fraction of a layer has no direct structural meaning.

Unequal electrodes matter as well. A built-in voltage $V$ changes the circuit condition to $Ed+\Lambda D/\varepsilon_0=V$ and adds $-PV/(d+\varepsilon_b\Lambda)$ to $u$. For 0.1 V at $d_g$ the magnitude is 1.5 J/cm$^3$, comparable with the barrier of 2.1 J/cm$^3$. One polarization direction is favoured and the other penalized, so a single pair of thresholds no longer describes both. At 340 K and 0.1 V, the favoured direction has the same energy as the weakly polarized state at 4.1 nm and loses its minimum at 2.6 nm. For the penalized direction these thicknesses are 6.4 and 3.5 nm.

Thermal escape ends metastability before the barrier vanishes. If a column of area $d^2$ switches as a unit, its barrier is $64\,k_BT$ at $d_g$ and has fallen to $30\,k_BT$ at 4.6 nm. The column area is an assumption, and the energy of the column's side walls is left out. For a bulk correlation length of 0.5 nm these walls would cost roughly $100\,k_BT$ at $d_g$ when the column is at the top of its barrier, more than the barrier itself, and roughly $230\,k_BT$ once the column is nonpolar. The figures therefore show how the bulk part of the barrier shrinks with thickness and do not predict a switching rate. The observable lower limit depends on waiting time, whereas $d_m$ is the limit for a film that stays uniform and has no thermal fluctuations.

A rigid substrate matched to the nonpolar film prevents an in-plane strain $QP^2$. The elastic energy $YQ^2P^4/(1-\nu)$ adds $4YQ^2/(1-\nu)$ to $b$. With rough values $Y=3$ GPa, $\nu=0.3$ and $Q=2$ m$^4$ C$^{-2}$, the thresholds rise to 6.1 and 3.5 nm, by 16 % and 13 %.

Three further estimates concern breakdown, leakage and nonlinear screening. The field at $d_m$ is about half of a rough breakdown field of 5 MV/cm. For a rough 2 eV barrier and the free-electron mass in the film, direct tunnelling at $d_m$ under 0.1 V is of order $10^{-11}$ A/cm$^2$. This figure depends exponentially on the assumed mass: half the free-electron mass raises it to about $10^{-5}$ A/cm$^2$. Leakage through defects is not included. In a free-electron metal with the same screening length, nonlinear screening changes the total electrode voltage at $d_g$ by less than 0.01 %. The change is small because the leading corrections cancel: if an electrode with surface charge $\sigma$ has the drop $v(\sigma)=\alpha\sigma+\beta\sigma^2+\dots$, the two oppositely charged electrodes together give $v(\sigma)-v(-\sigma)=2\alpha\sigma+O(\sigma^3)$.

## Table of computed values

```
Temperature T: 340 K
Landau slope: 7e+07 J m/(C^2 K)
Landau temperature T0: 315 K
Quartic coefficient b: -2e+12 J m^5/C^4
Sextic coefficient c: 2e+14 J m^9/C^6
Background permittivity eps_b: 4
In-plane permittivity eps_x: 10
Screening length per electrode: 0.05 nm
Total screening length: 0.1 nm
a at T: 1.75e+09 J m/C^2
Critical a*, equal energies: 3.75e+09 J m/C^2
Critical a*, minimum vanishes: 5e+09 J m/C^2
Bulk equal-energy temperature: 368.6 K
Bulk polar stability limit: 386.4 K
d_global: 5.247 nm
d_meta: 3.075 nm
d_global in bohr: 99.15 bohr
d_meta in bohr: 58.11 bohr
P at d_global: 8.66 uC/cm2
P at d_meta: 7.071 uC/cm2
Depolarizing field at d_global: 1.732 MV/cm
Depolarizing field at d_meta: 2.298 MV/cm
Voltage across film at d_global: 0.9088 V
Voltage across film at d_meta: 0.7067 V
300 K: d_global: 1.953 nm
300 K: d_meta: 1.467 nm
300 K: nonpolar state unstable above: 10.36 nm
375 K: d_meta (no d_global): 13.72 nm
Critical gradient g_c at d_global: 8.149e-10 J m^3/C^2
Critical gradient g_c at d_meta: 7.406e-10 J m^3/C^2
Bulk correlation length needed: 0.1673 nm
Lowest stripe energy, g=0.1 g_c: -0.6099 J/cm3
Molecular layer, rough: 0.5 nm
Layers in film at d_meta: 6.15
Breakdown field, rough: 5 MV/cm
Field at d_meta / breakdown: 0.4596
Metal Fermi energy: 10.53 eV
Nonlinear change of screening voltage: 0.005175 %
Tunnel barrier, rough: 2 eV
Tunnel current at d_meta, 0.1 V: 6.458e-12 A/cm2
Young modulus, rough: 3 GPa
Poisson ratio, rough: 0.3
Electrostriction, rough: 2 m^4/C^2
Clamped film: d_global: 6.064 nm
Clamped film: d_meta: 3.477 nm
Barrier of d x d column at d_global: 64.11 kT
Column barrier is 30 kT at d: 4.588 nm
Barrier density at d_global: 2.083 J/cm3
Bias energy, 0.1 V work-function gap: 1.534 J/cm3
With 1 nm oxide (eps 9): d_global: 11.08 nm
With 1 nm oxide (eps 9): d_meta: 6.492 nm
```
